# Neutral flux at the bottom of an etched feature: Coburn-Winters balance: verification in Python

```python
"""
Result under test: for a straight-walled feature with inert diffuse walls,
    v_b / v_t = K / (K + s - K s)
v_t : flux of reactive neutrals at the mouth (uniform, cosine distributed)
v_b : area-averaged flux striking the bottom, all strikes counted
K   : probability that a particle entering the mouth reaches the bottom
s   : reaction probability per strike on the bottom
The formula needs re-emission that is uniform over the bottom; otherwise it
is an upper bound. A cylinder (radius 1 in the solvers) is treated by exact
exchange areas and, separately, by tracing particles.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad


def ratio_formula(K, s):
    return K / (K + s - K * s)


def disc_exchange(r1, r2, h):
    """Area times view factor between coaxial discs at distance h."""
    total = h**2 + r1**2 + r2**2
    root = np.sqrt(np.maximum(total**2 - 4 * r1**2 * r2**2, 0.0))
    return 2 * np.pi * r1**2 * r2**2 / (total + root)


def solve_hole(aspect, s, wall_loss=0.0, rings=400, annuli=20, sink=0.0):
    """Fluxes for unit mouth flux; sink is a fixed extra loss at the bottom.
    Returns mean bottom flux, flux on each annulus, and area weights."""
    height = 2.0 * aspect
    dz = height / rings
    z = np.linspace(0.0, height, rings + 1)
    r = np.linspace(0.0, 1.0, annuli + 1)
    k = np.arange(1, rings)
    near = np.empty(rings)
    near[0] = 2 * np.pi * dz - 2 * (np.pi - disc_exchange(1.0, 1.0, dz))
    near[1:] = (disc_exchange(1.0, 1.0, (k - 1) * dz)
                - 2 * disc_exchange(1.0, 1.0, k * dz)
                + disc_exchange(1.0, 1.0, (k + 1) * dz))
    index = np.arange(rings)
    size = rings + annuli
    exchange = np.zeros((size, size))
    exchange[:rings, :rings] = near[np.abs(index[:, None] - index[None, :])]
    to_discs = disc_exchange(r[:, None], 1.0, z[None, :])
    bottom_wall = np.diff(-np.diff(to_discs, axis=1), axis=0)
    exchange[rings:, :rings] = bottom_wall
    exchange[:rings, rings:] = bottom_wall.T
    mouth = np.empty(size)
    from_mouth = disc_exchange(1.0, 1.0, height - z)
    mouth[:rings] = np.diff(from_mouth)
    mouth[rings:] = np.diff(disc_exchange(r, 1.0, height))
    area = np.concatenate([np.full(rings, 2 * np.pi * dz),
                           np.pi * np.diff(r**2)])
    # every particle leaving a surface must land somewhere
    assert np.allclose(exchange.sum(axis=1) + mouth, area, atol=1e-11)
    reflect = np.concatenate([np.full(rings, 1 - wall_loss),
                              np.full(annuli, 1 - s)])
    source = mouth - sink * exchange[:, rings:].sum(axis=1)
    flux = np.linalg.solve(np.diag(area) - exchange * reflect, source)
    weights = area[rings:] / np.pi
    return weights @ flux[rings:], flux[rings:], weights


def trace_particles(aspect, s, wall_loss, number, rng):
    """Number of bottom strikes of each particle entering the mouth."""
    height = 2.0 * aspect
    x = np.sqrt(rng.random(number))
    y = np.zeros(number)
    z = np.full(number, height)
    u = rng.random(number)
    phi = 2 * np.pi * rng.random(number)
    ux = np.sqrt(1 - u) * np.cos(phi)
    uy = np.sqrt(1 - u) * np.sin(phi)
    uz = -np.sqrt(u)
    strikes = np.zeros(number, dtype=int)
    label = np.arange(number)
    while label.size:
        a = ux**2 + uy**2
        b = x * ux + y * uy
        c = x**2 + y**2 - 1
        t = (-b + np.sqrt(np.maximum(b**2 - a * c, 0.0))) / a
        z_end = z + uz * t
        escaped = z_end >= height
        bottom = z_end <= 0
        t[bottom] = -z[bottom] / uz[bottom]
        strikes[label[bottom]] += 1
        loss = np.where(bottom, s, wall_loss)
        keep = (~escaped) & (rng.random(label.size) >= loss)
        x, y = (x + ux * t)[keep], (y + uy * t)[keep]
        z = np.where(bottom, 0.0, z_end)[keep]
        bottom, label = bottom[keep], label[keep]
        u = rng.random(label.size)
        phi = 2 * np.pi * rng.random(label.size)
        normal = np.sqrt(u)
        side1 = np.sqrt(1 - u) * np.cos(phi)
        side2 = np.sqrt(1 - u) * np.sin(phi)
        ux = np.where(bottom, side1, -x * normal - y * side1)
        uy = np.where(bottom, side2, -y * normal + x * side1)
        uz = np.where(bottom, normal, side2)
    return strikes


# Balance with uniform re-emission: one bottom element
worst_uniform = 0.0
for aspect in (1, 5, 10):
    K_one = solve_hole(aspect, 1.0, annuli=1)[0]
    for s in (0.0, 0.05, 0.2, 0.5, 1.0):
        full = solve_hole(aspect, s, annuli=1)[0]
        worst_uniform = max(worst_uniform,
                            abs(full - ratio_formula(K_one, s)))
    extra = 0.01
    full = solve_hole(aspect, 0.05, annuli=1, sink=extra)[0]
    expected = ((K_one - (1 - K_one) * extra)
                / (K_one + 0.05 - 0.05 * K_one))
    assert abs(full - expected) < 1e-9
assert worst_uniform < 1e-9

# Resolved bottom: upper bound and size of the deficit
worst_deficit = 0.0
for aspect in (1, 5, 10):
    K_res, escape, weights = solve_hole(aspect, 1.0)
    variance = weights @ (escape - K_res)**2
    assert abs(solve_hole(aspect, 0.0)[0] - 1) < 1e-9
    for s in (0.05, 0.2, 0.5):
        deficit = ratio_formula(K_res, s) - solve_hole(aspect, s)[0]
        least = s * (1 - s) * variance / (K_res + s - K_res * s)**2
        assert least * (1 - 1e-5) <= deficit < 2 * least
        worst_deficit = max(worst_deficit, deficit)

# Grid refinement
for aspect in (1, 10, 20):
    coarse = solve_hole(aspect, 1.0)[0]
    fine = solve_hole(aspect, 1.0, rings=800)[0]
    assert abs(coarse - fine) < 1e-4

# Worked example: inputs (rough regime of deep silicon etching by F atoms)
diameter, depth = 2e-6, 20e-6
temperature = 300.0
mTorr = const.torr * 1e-3
p_F, p_total = 20 * mTorr, 40 * mTorr
s = 0.05
mass_F = 18.998 * const.atomic_mass
mass_SiF4 = (28.085 + 4 * 18.998) * const.atomic_mass
collision_diameter = 0.4e-9
ion_current = 10.0          # A/m2, equal to 1 mA/cm2
extra_Si_per_ion = 5.0
activation_eV, warming = 0.1, 20.0

aspect = depth / diameter
K, escape, weights = solve_hole(aspect, 1.0)
ratio = ratio_formula(K, s)
resolved = solve_hole(aspect, s)[0]
variance = weights @ (escape - K)**2
denominator = K + s - K * s
least_deficit = s * (1 - s) * variance / denominator**2

# Separate particle tracing, compared within four standard errors
rng = np.random.default_rng(2718)
strikes = trace_particles(aspect, s, 0.0, 200000, rng)
K_mc = np.mean(strikes > 0)
K_err = np.sqrt(K_mc * (1 - K_mc) / strikes.size)
ratio_mc = strikes.mean()
ratio_err = strikes.std() / np.sqrt(strikes.size)
assert abs(K_mc - K) < 4 * K_err
assert abs(ratio_mc - resolved) < 4 * ratio_err
assert abs(ratio_mc - ratio) < 4 * ratio_err
lossy = trace_particles(aspect, s, 0.01, 100000, rng)
lossy_err = lossy.std() / np.sqrt(lossy.size)
lossy_solved = solve_hole(aspect, s, wall_loss=0.01)[0]
assert abs(lossy.mean() - lossy_solved) < 4 * lossy_err

# Kinetic flux, checked by integrating the Maxwell distribution
kT = const.k * temperature
flux_top = p_F / np.sqrt(2 * np.pi * mass_F * kT)
sigma = np.sqrt(kT / mass_F)
integral = quad(lambda v: v * np.exp(-v**2 / 2) / np.sqrt(2 * np.pi),
                0, 12)[0]
assert abs(p_F / kT * sigma * integral / flux_top - 1) < 1e-8

flux_bottom = ratio * flux_top
density_Si = 8 / const.value('lattice parameter of silicon')**3
rate_top = s * flux_top / (4 * density_Si)
rate_bottom = s * flux_bottom / (4 * density_Si)
um_min = 60e6

# Sizes of neglected effects
free_path = kT / (np.sqrt(2) * np.pi * collision_diameter**2 * p_total)
product_out = s * flux_bottom / 4 / K
product_pressure = product_out * np.sqrt(2 * np.pi * mass_SiF4 * kT)
renewal = (p_F / kT) * depth / (s * flux_bottom)
ion_flux = ion_current / const.e
extra_F = 4 * extra_Si_per_ion * ion_flux
ratio_ion = (K - (1 - K) * extra_F / flux_top) / denominator
rate_ion = extra_Si_per_ion * ion_flux / density_Si
s_warm = s * np.exp(activation_eV * const.e / const.k
                    * (1 / temperature - 1 / (temperature + warming)))

print(f"via diameter, depth: {diameter*1e6:.1f}, {depth*1e6:.1f} um")
print(f"aspect ratio: {aspect:.1f}")
print(f"temperature: {temperature:.0f} K")
print(f"F pressure, total: {p_F/mTorr:.0f}, {p_total/mTorr:.0f} mTorr")
print(f"bottom reaction probability s: {s:.3f}")
print(f"transmission K (exchange areas): {K:.4f}")
print(f"K by tracing: {K_mc:.4f} +- {K_err:.4f}")
print(f"K+s-Ks: {denominator:.4f}")
print(f"flux ratio, formula: {ratio:.4f}")
print(f"flux ratio, resolved bottom: {resolved:.4f}")
print(f"flux ratio by tracing: {ratio_mc:.3f} +- {ratio_err:.3f}")
print(f"repeat-strike probability: {(1-s)*(1-K):.4f}")
print(f"F flux at mouth: {flux_top*1e-4:.3e} /cm2/s")
print(f"F flux at bottom: {flux_bottom*1e-4:.3e} /cm2/s")
print(f"Si atom density: {density_Si*1e-6:.3e} /cm3")
print(f"etch rate, open surface: {rate_top*um_min:.3f} um/min")
print(f"etch rate, via bottom: {rate_bottom*um_min:.3f} um/min")
print("aspect ratio | K | flux ratio for s=0.05, 0.2, 0.5")
for table_aspect in (1, 2, 5, 10, 20):
    K_t = solve_hole(table_aspect, 1.0)[0]
    row = ", ".join(f"{ratio_formula(K_t, v):.3f}" for v in (0.05, 0.2, 0.5))
    print(f"  {table_aspect:2d} | {K_t:.4f} | {row}")
print(f"largest error, uniform bottom: {worst_uniform:.1e}")
print(f"largest deficit, resolved bottom: {worst_deficit:.2e}")
print(f"escape-probability std over bottom: {np.sqrt(variance):.5f}")
print(f"example deficit: {ratio-resolved:.2e}")
print(f"lower bound on that deficit: {least_deficit:.2e}")
for wall in (0.001, 0.01, 0.05):
    value = solve_hole(aspect, s, wall_loss=wall)[0]
    print(f"flux ratio, wall loss {wall:.3f}: {value:.4f}")
print(f"tracing, wall loss 0.010: {lossy.mean():.3f} +- {lossy_err:.3f}")
print(f"assumed collision diameter: {collision_diameter*1e9:.1f} nm")
print(f"mean free path: {free_path*1e6:.0f} um")
print(f"mean free path / depth: {free_path/depth:.0f}")
print(f"SiF4 pressure scale at bottom: {product_pressure/mTorr:.2f} mTorr")
print(f"gas renewal time: {renewal*1e6:.2f} us")
print(f"depth etched in that time: {rate_bottom*renewal*1e9:.1e} nm")
print(f"assumed ion current: {ion_current*0.1:.1f} mA/cm2")
print(f"assumed extra Si per ion: {extra_Si_per_ion:.1f}")
print(f"ion-assisted extra rate: {rate_ion*um_min:.3f} um/min")
print(f"flux ratio with ion-assisted loss: {ratio_ion:.4f}")
print(f"assumed activation energy: {activation_eV:.2f} eV")
print(f"s on wafer {warming:.0f} K warmer: {s_warm:.4f}")
print(f"flux ratio on warmer wafer: {ratio_formula(K, s_warm):.4f}")
print("all good")
```

Printed output:

```
via diameter, depth: 2.0, 20.0 um
aspect ratio: 10.0
temperature: 300 K
F pressure, total: 20, 40 mTorr
bottom reaction probability s: 0.050
transmission K (exchange areas): 0.1093
K by tracing: 0.1095 +- 0.0007
K+s-Ks: 0.1539
flux ratio, formula: 0.7106
flux ratio, resolved bottom: 0.7105
flux ratio by tracing: 0.714 +- 0.006
repeat-strike probability: 0.8461
F flux at mouth: 9.306e+18 /cm2/s
F flux at bottom: 6.613e+18 /cm2/s
Si atom density: 4.994e+22 /cm3
etch rate, open surface: 1.398 um/min
etch rate, via bottom: 0.993 um/min
aspect ratio | K | flux ratio for s=0.05, 0.2, 0.5
   1 | 0.5142 | 0.955, 0.841, 0.679
   2 | 0.3566 | 0.917, 0.735, 0.526
   5 | 0.1909 | 0.825, 0.541, 0.321
  10 | 0.1093 | 0.711, 0.380, 0.197
  20 | 0.0595 | 0.559, 0.240, 0.112
largest error, uniform bottom: 3.7e-15
largest deficit, resolved bottom: 7.27e-04
escape-probability std over bottom: 0.00748
example deficit: 1.22e-04
lower bound on that deficit: 1.12e-04
flux ratio, wall loss 0.001: 0.6183
flux ratio, wall loss 0.010: 0.2495
flux ratio, wall loss 0.050: 0.0371
tracing, wall loss 0.010: 0.246 +- 0.004
assumed collision diameter: 0.4 nm
mean free path: 1093 um
mean free path / depth: 55
SiF4 pressure scale at bottom: 3.80 mTorr
gas renewal time: 3.89 us
depth etched in that time: 6.4e-05 nm
assumed ion current: 1.0 mA/cm2
assumed extra Si per ion: 5.0
ion-assisted extra rate: 0.375 um/min
flux ratio with ion-assisted loss: 0.6329
assumed activation energy: 0.10 eV
s on wafer 20 K warmer: 0.0637
flux ratio on warmer wafer: 0.6585
all good
```
